Do perfect Bragg intensities fix a crystal structure?

Q: I accept that a diffraction experiment loses the phases. But suppose I had every Bragg intensity, with no noise and no cut-off. Surely only one arrangement of atoms could fit them all. The phase problem would then be a difficulty of computation, not a real lack of information.

A: Let us fix what "one arrangement" means. Take a crystal that repeats with period a along one direction, and give each atom a fractional coordinate x, counted modulo 1. The cell is then a ring: leaving at x = 1 means re-entering at x = 0. For identical point atoms and single (kinematic) scattering, the structure factor of order h is

F(h) = Σ_j exp(2πi h x_j), h an integer,

and the intensity is |F(h)|², in units of one point atom. If real atoms of one kind have the same form factor and the same thermal factor on every site, these multiply F(h) by a common factor, which cannot distinguish two arrangements of those atoms. We assume this throughout.

A shift of all atoms by s multiplies F(h) by exp(2πi h s). An inversion x → −x replaces F(h) by its complex conjugate. Neither changes |F(h)|.

Q: I grant those two. I call structures congruent if a translation, an inversion or both connect them. My claim is uniqueness up to congruence.

A: Then write out the intensity:

|F(h)|² = F(h) F(h)* = Σ_j Σ_k exp[2πi h (x_j − x_k)].

The positions enter through their differences alone. Conversely, the intensities at all integers h are the Fourier coefficients of the periodic distribution of these differences, so they determine it completely. Your claim therefore says that the list of differences modulo 1, with repetitions, fixes the set of points up to congruence.

Q: That sounds right. Four atoms have six pair distances, and there are just three free coordinates once the origin is fixed.

A: The count would be persuasive if you knew which distance belonged to which pair. The list carries no such labels. Divide the ring into eight equal steps and place atoms on the sites

A = {0, 1, 3, 4}, B = {0, 1, 4, 7}.

Measure each distance the shorter way round:

A: 0–1 gives 1, 0–3 gives 3, 0–4 gives 4, 1–3 gives 2, 1–4 gives 3, 3–4 gives 1.
B: 0–1 gives 1, 0–4 gives 4, 0–7 gives 1, 1–4 gives 3, 1–7 gives 2, 4–7 gives 3.

Both lists are 1, 1, 2, 3, 3, 4. Each pair contributes its difference with both signs, so equal distances round the ring mean equal lists of signed differences. The intensities agree at every integer h.

Q: Perhaps B is A seen from another origin, or backwards.

A: Go round the ring and note the gaps between neighbours. For A they are 1, 2, 1, 4; for B they are 1, 3, 3, 1. A translation changes the starting point of the gap list, and an inversion reverses its order. Neither can turn a list containing a 4 into one that does not. The structures are not congruent. Two such structures are called homometric, and this pair is called cyclotomic because its atoms sit on equal divisions of a circle.

Q: Is it an accident of the number eight? A small displacement might remove it.

A: A general displacement of one atom does, but a whole family of pairs survives. For 0 < u < 1/4 take

A(u) = {0, 1/2, u, u + 1/4},
B(u) = {0, 1/2, u, u − 1/4}.

The eight-site pair is u = 1/8. Since exp(2πi h/2) = (−1)ʰ and exp(2πi h/4) = iʰ,

F_A(h) = 1 + (−1)ʰ + exp(2πi h u) [1 + iʰ],
F_B(h) = 1 + (−1)ʰ + exp(2πi h u) [1 + (−i)ʰ].

For even h, (−i)ʰ = (−1)ʰ iʰ = iʰ, so the two structure factors are identical. For odd h, the atoms at 0 and 1/2 cancel. What remains is a phase times 1 + i or 1 − i, and

|1 ± i|² = 1² + 1² = 2.

So the moduli agree for every integer h. The values follow case by case:

h odd: |F|² = 2.
h = 2, 6, 10, …: iʰ = −1, so F = 2 + 0 and |F|² = 4.
h a multiple of 4: iʰ = 1, so F = 2 + 2 exp(2πi h u), and
|F|² = 4 [2 + 2 cos(2πhu)] = 16 cos²(πhu).

Negative orders have the same intensities as positive ones. At u = 1/8 the orders 0 to 7 give 16, 2, 4, 2, 0, 2, 4, 2, as in the numerical output.

Q: And the two are different for every such u?

A: Yes. In order round the ring, A(u) is 0, u, u + 1/4, 1/2, and B(u) is 0, u, 1/2, u + 3/4. The gaps are

A(u): u, 1/4, 1/4 − u, 1/2.
B(u): u, 1/2 − u, 1/4 + u, 1/4 − u.

A(u) has a gap of 1/2, while every gap of B(u) is smaller. The distinction disappears at the ends of the range. At u = 0 the sets become {0, 0, 1/4, 1/2} and {0, 0, 1/2, 3/4}, which are inversions of each other, with two atoms on one point. The same happens at u = 1/4, where the inversion is x → 1/2 − x.

Q: A real crystal has three dimensions. Would the other reflections not help?

A: Not if the atoms lie at (x, 0, 0) in an orthogonal cell with sides a, b, c. Then F(h, k, l) depends on h alone, apart from the common atomic factor, so all reflections agree. Let b and c exceed a/2. Neighbours within a row along a are at most a/2 apart, while atoms in different rows are farther apart than a/2. A rigid motion, with or without reflection, preserves distances. It must therefore carry whole rows into whole rows, and on a row it acts as a translation or a reversal. The gap lists exclude both.

Q: How large is the difference in ångströms? If it is tiny, I can live with it.

A: Choose a = 8 Å and u = 1/8. The atoms are then at

A: 0, 1, 3, 4 Å,
B: 0, 1, 4, 7 Å.

Three atoms stay where they are, and the fourth goes from 3 Å to 7 Å. That is half a cell, the largest displacement possible on this ring. The figure depends on the alignment: shifted by 1 Å, B sits at 0, 1, 2, 5 Å and differs from A by two atoms moved 1 Å each. A measure that does not depend on the chosen origin is the best overlap.

Give each atom a Gaussian density of width σ = 0.20 Å and look for the best overlap of the two densities over grid translations, with and without inversion. It is 0.7505 of the overlap of A with itself. The value 3/4 comes from three coinciding atoms out of four. The small excess comes from the Gaussian tails: two atoms a distance d apart overlap by exp(−d²/4σ²), which is exp(−6.25) ≈ 0.0019 for d = 1 Å. There are four such ordered pairs both between A and the aligned B and within A itself, so the ratio is

(3 + 4 × 0.0019)/(4 + 4 × 0.0019) ≈ 0.7505.

Q: If an atom can move by half a cell unnoticed, perhaps the intensities hardly depend on that atom.

A: They depend on it strongly. Keep 0, 1/2 and u, and put the fourth atom at an arbitrary y. In first order the atoms at 0 and 1/2 cancel, so

|F(1)|² = |exp(2πi u) + exp(2πi y)|² = 2 + 2 cos[2π(y − u)].

To keep the value 2 the cosine must vanish, which leaves y = u + 1/4 and y = u − 1/4. These are A and B. A scan at u = 0.10 finds unchanged intensities at y = 0.35 and y = 0.85, as it should. At y = 0.45 the largest change among orders 1 to 8 is already 5.854 point-atom units. The data are sensitive to y, but they have two solutions.

Q: So two sets of phases are allowed. How are they related?

A: By a factor of modulus one, F_B(h) = p(h) F_A(h). For even h, p = 1. For h = 1, 5, 9, …

p = (1 − i)/(1 + i) = (1 − i)²/[(1 + i)(1 − i)] = −2i/2 = −i,

and for h = 3, 7, 11, … it is the inverse ratio, p = i. In the example F_A(1) = 1.4142i, and multiplication by −i gives F_B(1) = 1.4142, as listed.

This is not a change of origin. A shift by s would need exp(2πi s) = −i in first order, and hence (−i)² = −1 in second order, where p is 1.

Q: Multiplying Fourier coefficients by arbitrary phases normally makes a mess of the density. Why do clean, positive atoms come out?

A: In real space the factor p corresponds to

ρ_B(x) = ½ [ρ_A(x) − ρ_A(x − 1/4) + ρ_A(x − 1/2) + ρ_A(x − 3/4)].

To check it, replace each shift by its phase. The multiplier is ½[1 − iʰ + (−1)ʰ + (−i)ʰ], which for h = 0, 1, 2, 3 equals 1, −i, 1, i. One isolated atom would indeed produce a negative peak. Here the negative peaks are cancelled. Write [x] for an atom at x. The pair at 0 and 1/2 becomes

½ {[0] − [1/4] + [1/2] + [3/4]} + ½ {[1/2] − [3/4] + [0] + [1/4]} = [0] + [1/2],

and the pair at u and u + 1/4 becomes

½ {[u] − [u+1/4] + [u+1/2] + [u+3/4]} + ½ {[u+1/4] − [u+1/2] + [u+3/4] + [u]} = [u] + [u+3/4].

The last position is u − 1/4 modulo 1. Requiring a positive density made of four equal atoms therefore does not remove the ambiguity. Nor does a shortest allowed distance in the eight-site case, since it is 1 Å in both structures.

Q: What if the atoms are of different elements?

A: That may help, but not necessarily. Let the atoms at 0 and 1/2 stay alike, and give the one at u a real scattering strength b and the movable one a real strength c. For even h the two structure factors are still identical. For odd h the equal atoms still cancel, and

|b ± ic|² = b² + c²

for both signs. The ambiguity survives. If b and c are complex, as they are near an absorption edge, then

|b ± ic|² = |b|² + |c|² ∓ 2 Im(b*c).

When the phases of b and c differ by something other than 0 or π, so that Im(b*c) ≠ 0, the odd orders of A and B in the given setting differ. This alone does not settle the matter up to congruence. The inverted B has structure factor F_B(−h), which for odd h contains b + iʰc, so its odd orders equal those of A. The even orders must then decide. With strength f for the atoms at 0 and 1/2 and w = b + iʰc, an even order has |F(h)|² = 4|f|² + |w|² + 4 Re[f* w exp(2πi h u)], and |F(h)|² − |F(−h)|² = −8 Im(f* w) sin(2πhu). A is told apart from the inverted B only if this is non-zero for some even h.

Q: Is there some quantity, unmeasured in your experiment, that tells the equal-atom structures apart?

A: A product of three structure factors whose orders add to zero does:

T = F(1)² F(2)*.

A shift by s multiplies it by exp[2πi s(1 + 1 − 2)] = 1, so T does not depend on the origin. We have F_A(1) = exp(2πi u)(1 + i), F_A(2) = 2 and (1 + i)² = 2i. For B, (1 − i)² = −2i. Hence

T_A = 4i exp(4πi u), T_B = −4i exp(4πi u) = −T_A.

At u = 1/8 the exponential is i, so T_A = −4 and T_B = +4. Inversion conjugates T, which leaves these real values alone. This is a second proof that the eight-site structures are not congruent. The intensities contain pair information; the sign of T is three-atom information.

Q: Is there a quick way to see the eight-site case?

A: Look at the empty sites of A: {2, 5, 6, 7}. Their gaps are 3, 1, 1, 3, the gap list of B with another starting point. So B is congruent to the holes of A. If all eight sites were filled, the sum Σ exp(2πi h n/8) over n = 0 to 7 would vanish unless h is a multiple of 8. Atoms and holes therefore have opposite structure factors and equal intensities. When h is a multiple of 8, each set gives F = 4, because each has four members.

This argument needs u = 1/8, while the previous one covers the family. An exhaustive search over rings of two to eight equal sites, with identical atoms and at most one per site, finds no homometric pair below eight sites and one pair at eight. That says nothing about how frequent such pairs are among real structures. What we have shown is that uniqueness is not guaranteed.

Q: Suppose I make a real ring, a flat molecule with its atoms on a circle. Does the same ambiguity hold?

A: Partly. On a circle of radius R, sites d steps apart are separated by the chord r = 2R sin(πd/8). Equal step distances thus give equal chords. For single scattering from randomly oriented molecules, the average of exp(i q·r) over directions is sin(qr)/(qr), so the mean intensity depends on the chords alone. At qR = 3.0 both molecules give 4.30360.

Hold the molecule fixed, and the directions of the chords matter too. With q in the plane, the largest intensity over the sampled angles is 9.158 for A and 12.064 for B. The oriented patterns differ.

Q: And if I measure the crystal between its Bragg peaks?

A: An ideal infinite crystal gives nothing there. An isolated piece of four atoms does scatter at non-integer h, but then x and x + 1 are no longer equivalent. Take h = 1/2. Measured from its centre at x = 1/4, piece A has atoms at ±1/4 and ±1/8, so

|F_A| = 2 cos(π/4) + 2 cos(π/8) ≈ 3.262, |F_A|² ≈ 10.640.

For the piece B at 0, 1/8, 1/2 and 7/8, the real parts of the second and fourth terms cancel:

F_B = 1 + exp(iπ/8) + i + exp(7iπ/8) = 1 + i[1 + 2 sin(π/8)] ≈ 1 + 1.765i,

so |F_B|² ≈ 4.117. The value depends on where the ring is cut. With the last atom at −1/8 instead of 7/8, F_B = 1 + 2 cos(π/8) + i and |F_B|² ≈ 9.110, closer to A but still different. The equality belongs to differences taken modulo the period.

Q: You have also insisted on single scattering. Does multiple scattering restore the missing information?

A: It can supply some of it. Consider a model with beams g = −8 to 8, a diagonal term g², and a coupling v F(g − k) exp[−0.08(g − k)²] between different beams g and k. Start in beam 0 and propagate for one unit of dimensionless length. To leading order the amplitude in beam 1 is proportional to v F(1). The next order contains v² F(1 − g) F(g), summed over the intermediate beams g. Their interference in the intensity contains

v³ F(1)* F(1 − g) F(g).

For g = 2, F(−1) = F(1)* turns the product into [F(1)*]² F(2) = T*, which has opposite signs for A and B. The beam g = −1 gives the same product. At u = 1/8 the beams g = −2 and g = 3 give F(1)* F(−2) F(3), which is +4 for A and −4 for B, opposite to T*. In this model their contributions partly cancel those of g = 2 and g = −1, so the net difference is a sum over several triplets. The leading intensity is of order v², so the relative difference begins in proportion to v. For the eight-site pair, u = 1/8, the unequal diagonal terms are needed. There these products are real, and without propagation phases the two amplitudes would be a quarter cycle apart and would give no interference term of order v³.

At u = 1/8 and for v = 0.01, 0.02 and 0.10, the difference in beam 1, relative to the mean of the two intensities, is 1.05, 2.09 and 10.6 percent. Doubling the weak coupling doubles the relative difference, while the absolute difference, of order v³, grows about eightfold; as v goes to zero the distinction disappears. The percentages belong to this model and this length. At v = 0.01, a length of 2 gives 2.4 percent, and at a length of 0.1 the sign of the difference is reversed.

Q: Then I should restate my belief. Perfect kinematic Bragg intensities fix the list of interatomic vectors modulo the lattice. Whether that list fixes the structure is a separate question, and for these four atoms the answer is no.

A: Yes. For these data, better counting statistics or more orders will not decide between A and B. You need a measurement or prior knowledge that distinguishes them, such as the sign of T in the eight-site case. For other u, where T is complex, it is the sign of its real part, −4 sin(4πu) for A and +4 sin(4πu) for B.

Values computed for the example and the checks

```
cell length a = 8.00 angstrom, u = 0.125 (fraction of a)
Gaussian atom width = 0.20 angstrom
sites of A, B (units a/8): [0, 1, 3, 4] [0, 1, 4, 7]
positions A (angstrom): [0. 1. 3. 4.]
neighbour gaps A (angstrom): [1. 2. 1. 4.]
positions B (angstrom): [0. 1. 4. 7.]
neighbour gaps B (angstrom): [1. 3. 3. 1.]
cyclic distances A (units a/8): [1, 1, 2, 3, 3, 4]
cyclic distances B (units a/8): [1, 1, 2, 3, 3, 4]
h | Re F_A, Im F_A | Re F_B, Im F_B | I_A, I_B (point-atom units)
0 | 4.0000, 0.0000 | 4.0000, 0.0000 | 16.0000, 16.0000
1 | 0.0000, 1.4142 | 1.4142, 0.0000 | 2.0000, 2.0000
2 | 2.0000, 0.0000 | 2.0000, 0.0000 | 4.0000, 4.0000
3 | 0.0000, 1.4142 | -1.4142, 0.0000 | 2.0000, 2.0000
4 | 0.0000, 0.0000 | 0.0000, 0.0000 | 0.0000, 0.0000
5 | 0.0000, -1.4142 | -1.4142, 0.0000 | 2.0000, 2.0000
6 | 2.0000, 0.0000 | 2.0000, 0.0000 | 4.0000, 4.0000
7 | 0.0000, -1.4142 | 1.4142, 0.0000 | 2.0000, 2.0000
triplet F(1)^2 F(2)* for A (dimensionless): -4.0000
triplet F(1)^2 F(2)* for B (dimensionless): 4.0000
largest intensity error, family, |h|<=40: 1.6e-13
homometric pairs, rings of 2 to 7 sites (count): 0
homometric pairs, ring of 8 sites (count): 1
empty sites of A (units a/8): [2, 5, 6, 7]
scan of fourth atom at u = 0.10, steps per cell: 4000
positions with unchanged intensities (fraction of a): [0.35 0.85]
control position (fraction of a): 0.45
largest intensity change there (point-atom units): 5.854
best density overlap of A and B (fraction): 0.7505
I at h = 1/2, isolated A, B (point-atom units): 10.640, 4.117
planar circle, q times radius (dimensionless): 3.0
orientation average A, B (point-atom units): 4.30360, 4.30360
in-plane maximum A, B (point-atom units): 9.158, 12.064
largest sorted in-plane difference (point-atom units): 2.905
many-beam coupling 0.01 (dimensionless): relative difference of beam 1 = 1.047 percent
many-beam coupling 0.02 (dimensionless): relative difference of beam 1 = 2.094 percent
many-beam coupling 0.10 (dimensionless): relative difference of beam 1 = 10.595 percent
```
